\section*{At What Air Gap Does Thermal Radiation Match Conduction at 300 K?}

\section*{Question}

Two wide parallel plates face each other across a layer of air. Their mean temperature is 300 K, and one is slightly warmer than the other. Heat crosses the layer by conduction through the air and by thermal radiation. Conduction weakens as the gap is widened. At what gap has it fallen to the level of the radiation, how does that gap scale, and does the answer survive in a real double-glazed window?

\section*{Answer}

\subsection*{What is being compared}

Take first the simplest case. The plates are black: they absorb all radiation that reaches them. They are so wide that their edges do not matter. The air is motionless and transparent, with conductivity $0.026$ W/(m K). Since it neither absorbs nor emits, radiation does not alter its temperature profile, and for fixed plate temperatures the two heat flows simply add.

The quantity to compare with conduction is the \emph{net} radiative flux, the difference between the two opposite streams. Each plate radiates even when both are equally warm and no net heat flows.

The algebra uses atomic units, with $\hbar=1$ and $c\approx137$. Temperature is measured as an energy, $\theta=k_BT$, and in this algebra $\kappa$ stands for the conductivity divided by $k_B$. Numbers for the window are in engineering units.

\subsection*{The radiation from one plate}

In a large periodic box of volume $V$ there are $V\,d^3k/(2\pi)^3$ plane waves in $d^3k$, each with two polarizations. With $k=\omega/c$, the number per volume and frequency is
\begin{equation}
\frac{2}{(2\pi)^3}\,4\pi k^2\frac{dk}{d\omega}=\frac{\omega^2}{\pi^2c^3}.
\end{equation}
A mode holding $n$ photons has energy $n\omega$ above its ground state. With $y=e^{-\omega/\theta}$, its thermal mean energy is
\begin{equation}
\omega\,\frac{\sum_n n y^n}{\sum_n y^n}
=\omega\,\frac{y/(1-y)^2}{1/(1-y)}
=\frac{\omega}{e^{\omega/\theta}-1}.
\end{equation}
The energy density per frequency is the product of these two results.

In equilibrium this radiation is isotropic. Energy moving at angle $\vartheta$ to the surface normal approaches the surface with speed $c\cos\vartheta$. Averaging over all directions, but counting only those that approach, gives
\begin{equation}
\frac{c}{4\pi}\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\!\cos\vartheta\sin\vartheta\,d\vartheta=\frac c4 .
\end{equation}
A black plate absorbs all of this flux. To remain in equilibrium it must emit the same amount. Its emission depends on its own temperature, so the result also holds when the other plate is at a different temperature. With $x=\omega/\theta$,
\begin{equation}
q=\frac{1}{4\pi^2c^2}\int_0^\infty\frac{\omega^3\,d\omega}{e^{\omega/\theta}-1}
=\frac{\theta^4}{4\pi^2c^2}\int_0^\infty\frac{x^3\,dx}{e^x-1}.
\end{equation}

To evaluate the integral, expand $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$. Each term gives $6/n^4$, so we need $\sum n^{-4}$. The Fourier series of $x^2$ on $(-\pi,\pi)$ supplies it:
\begin{equation}
x^2=\frac{\pi^2}{3}+4\sum_{n\ge1}\frac{(-1)^n}{n^2}\cos nx .
\end{equation}
Squaring, integrating over the interval and dividing by $\pi$ gives
\begin{equation}
\frac{2\pi^4}{5}=\frac{2\pi^4}{9}+16\sum_{n\ge1}\frac1{n^4},
\qquad \sum_{n\ge1}\frac1{n^4}=\frac{\pi^4}{90}.
\end{equation}
The integral is therefore $6\pi^4/90=\pi^4/15$, and
\begin{equation}
q=\frac{\pi^2\theta^4}{60c^2}. \label{q}
\end{equation}
In SI units this is $\sigma T^4$, with $\sigma=\pi^2k_B^4/(60\hbar^3c^2)$. At 300 K it is 459.3 W/m$^2$.

\subsection*{The net flux and the crossover}

Let the plates have thermal energies $\theta_{1,2}=\theta\pm\Delta/2$. Factoring the difference of fourth powers,
\begin{align}
\theta_1^4-\theta_2^4
&=(\theta_1-\theta_2)(\theta_1+\theta_2)(\theta_1^2+\theta_2^2)\nonumber\\
&=\Delta\,(2\theta)\left(2\theta^2+\frac{\Delta^2}{2}\right)
=4\theta^3\Delta\left[1+\left(\frac{\Delta}{2\theta}\right)^2\right].
\end{align}
Multiplication by $\pi^2/(60c^2)$ gives
\begin{equation}
q_1-q_2=h\Delta\left[1+\left(\frac{\Delta}{2\theta}\right)^2\right],
\qquad h=\frac{\pi^2\theta^3}{15c^2}.
\end{equation}
For a small temperature difference the bracket is one. The gap $d$ does not appear: every ray leaving one wide plate reaches the other, however far it travels.

In steady conduction the flux is the same at every depth. With constant $\kappa$ the temperature is therefore linear across the air, and the flux is $\kappa\Delta/d$. Setting it equal to $h\Delta$ gives
\begin{equation}
d_*=\frac{\kappa}{h}=\frac{15\,\kappa c^2}{\pi^2\theta^3}
\quad\hbox{or, in SI units,}\quad
d_*=\frac{\kappa}{4\sigma T^3}. \label{gap}
\end{equation}
The temperature difference has cancelled. Had we used the one-way emission instead, it would have remained: $\sigma T^4$ exceeds the leading net flux by the factor $T/(4\Delta T)$, which is 3.75 for a difference of 20 K.

Now the numbers. The radiative coefficient is
\begin{equation}
4\sigma T^3=\frac{4\sigma T^4}{T}=\frac{4(459.3)}{300}
=6.124\ \mathrm{W/(m^2\,K)},
\end{equation}
and hence
\begin{equation}
d_*=\frac{0.026}{6.124}\ \mathrm m=4.25\ \mathrm{mm},
\end{equation}
or $4.2\times10^7$ angstrom. The answer for black plates is about 4 mm. At 4 mm itself, conduction is still 6\% larger than radiation.

\subsection*{How the balance scales}

At any gap, for small temperature differences,
\begin{equation}
\frac{\hbox{conduction}}{\hbox{radiation}}=\frac{d_*}{d},
\qquad
h_{\rm total}=h\left(1+\frac{d_*}{d}\right).
\end{equation}
Well below $d_*$, doubling the gap nearly halves the heat flow. Well above it, widening the gap achieves little, because the radiation remains. Going from $d_*$ to $2d_*$ lowers the total from $2h$ to $1.5h$, a reduction of 25\%.

With $\kappa$ held fixed, $d_*$ varies as $T^{-3}$. The conductivity of air also rises with temperature, with an exponent between about 0.8 and 0.9 near 300 K. Taking $T^{0.8}$ leaves $d_*\propto T^{-2.2}$; an exponent of 0.9 would move the two values below by about 0.1 mm or less. This gives about 5.4 mm at 270 K and 3.4 mm at 330 K. Radiation gains on conduction as the plates become warmer.

\section*{A double-glazed window}

Consider a vertical gap of height $H=1$ m. The facing glass surfaces have a mean temperature of 300 K and differ by 20 K. For black surfaces at the crossover gap, conduction carries 122.5 W/m$^2$ and radiation 122.6 W/m$^2$. The small mismatch is the squared term in the net flux, $(20/600)^2=0.11\%$.

\subsection*{Glass is not black}

Of the corrections to the 300 K crossover estimated here, this is the largest for an uncoated window. Let the surfaces be opaque and grey, with emissivities $e_1$ and $e_2$ that do not depend on frequency or direction. In equilibrium each must absorb the same fraction that it emits, so surface $i$ reflects $1-e_i$. We add intensities and ignore interference between reflected waves.

Of the black flux at its temperature, surface 1 emits a fraction $e_1$. Surface 2 absorbs a fraction $e_2$ at the first arrival. Each later arrival is weaker by the factor $(1-e_1)(1-e_2)$, from one reflection at each surface. The total absorbed is
\begin{align}
f&=e_1e_2\sum_{n=0}^{\infty}[(1-e_1)(1-e_2)]^n
=\frac{e_1e_2}{1-(1-e_1)(1-e_2)}\nonumber\\
&=\frac{e_1e_2}{e_1+e_2-e_1e_2}
=\frac{1}{1/e_1+1/e_2-1}.
\end{align}
The formula is symmetric, so the opposite stream has the same factor. The net radiation is multiplied by $f$, and the crossover gap becomes $d_*/f$.

For plain glass take a rough emissivity of 0.85 on both sides. Then $f=1/(2/0.85-1)=0.739$, and the crossover moves to 5.7 mm. If one surface has a low-emissivity coating, with a rough value of 0.05, then $f=0.0496$ and the formal crossover is 86 mm. As shown below, still air cannot be assumed in so wide a gap.

The coating is useful at much smaller gaps. Hold the gap at 5.7 mm and the surface temperatures fixed. Conduction contributes about 4.5 W/(m$^2$ K) in both cases. Radiation contributes another 4.5 W/(m$^2$ K) between plain surfaces, but $0.0496\times6.124=0.30$ W/(m$^2$ K) with the coating. The total falls from about 9 to 4.8 W/(m$^2$ K), nearly by half.

\subsection*{When does the air stop being still?}

Air near the warm pane rises and air near the cool pane sinks. To estimate the heat carried by this circulation, assume that it is slow and laminar, and that away from the ends the temperature keeps its conductive profile. Let $s$ run from $-1/2$ at the cool pane to $1/2$ at the warm one. The local temperature is then $T+s\Delta T$. An ideal gas expands by a fraction $1/T$ per kelvin, so buoyancy gives an upward acceleration $gs\Delta T/T$. Viscous friction balances it:
\begin{equation}
\frac{\nu}{d^2}\frac{d^2v}{ds^2}=-\frac{g\Delta T}{T}\,s,
\end{equation}
where $\nu$ is the kinematic viscosity. The velocity vanishes at both panes. Integrating twice and applying these conditions,
\begin{equation}
v(s)=\frac{g\Delta T d^2}{\nu T}\left(\frac{s}{24}-\frac{s^3}{6}\right).
\end{equation}
The profile is odd in $s$, so equal volumes rise and sink, as a closed gap requires.

The rising air is warmer than the sinking air. With $C$ the heat capacity per volume, the upward heat flow per unit window width is
\begin{align}
Q&=Cd\int_{-1/2}^{1/2}v(s)\,s\Delta T\,ds\nonumber\\
&=C\,\frac{g(\Delta T)^2d^3}{\nu T}
\left(\frac{1}{24}\cdot\frac1{12}-\frac16\cdot\frac1{80}\right)
=\frac{C g(\Delta T)^2d^3}{720\,\nu T}.
\end{align}
Near the bottom, the turning air takes more heat from the warm pane than conduction alone would, and less heat reaches the cool pane. These two changes together supply $Q$. Near the top the cool pane receives more, and the warm pane gives up less. Only part of $Q$ is therefore extra heat crossing the gap, and we use $Q$ as an upper estimate of it. Conduction over the whole height carries $\kappa\Delta T H/d$, now with $\kappa$ in ordinary units. Writing $a=\kappa/C$ for the thermal diffusivity,
\begin{equation}
\frac{Q}{\kappa\Delta TH/d}=\frac{\mathrm{Ra}}{720}\frac dH,
\qquad
\mathrm{Ra}=\frac{g\Delta T d^3}{T\nu a}.
\end{equation}
This upper estimate grows as $d^4$ when the height and temperatures are fixed. It holds only while the flow is a single circulation around a conductive core. In a tall air gap the cubic profile above becomes unstable to a stack of secondary cells near $\mathrm{Ra}\approx5700$. The cells carry heat across the gap at all heights, and $Q$ does not count it.

For a diatomic ideal gas at pressure $P$, $C=3.5P/T$. At 101325 Pa this gives $a=2.20\times10^{-5}$ m$^2$/s. A rough ratio $\nu/a=0.71$ gives $\nu=1.56\times10^{-5}$ m$^2$/s. At the black-plate gap the Rayleigh number Ra is 146, and the upper estimate of what the drift adds is $146(0.00425)/720=0.09\%$ of conduction. At the plain-glass crossover it is about 0.3\%. Still air is a good approximation in both cases.

At the formal crossover for coated glass the same expression gives more than 100 times the conduction. That is not a prediction of the heat flow. It shows that the assumed conductive profile cannot persist, so the 86 mm crossover is not a usable result for this window.

\subsection*{Finite height}

Some rays miss the opposite pane. Treat the panes as strips of height $H$, very long horizontally. Describe a ray by its angle $\psi$ to the long axis and its angle $\varphi$ around that axis, measured from the normal. Its normal component is $\sin\psi\cos\varphi$, and the solid angle is $\sin\psi\,d\psi\,d\varphi$. The fraction of black emission in $d\varphi$ is thus
\begin{equation}
\frac{\cos\varphi\,d\varphi}{\pi}\int_0^\pi\sin^2\psi\,d\psi
=\frac12\cos\varphi\,d\varphi.
\end{equation}
From height $z$, the opposite strip is seen between its lower and upper edges. Integrating over $\varphi$ gives half the sum of the sines of the two edge angles. The average over $z$ is
\begin{align}
F&=\frac1{2H}\int_0^H\left[
\frac{z}{\sqrt{d^2+z^2}}+
\frac{H-z}{\sqrt{d^2+(H-z)^2}}\right]dz\nonumber\\
&=\frac{\sqrt{d^2+H^2}-d}{H}
=\sqrt{1+\left(\frac dH\right)^2}-\frac dH .
\end{align}
The two terms have equal integrals, which cancels the factor $1/2$. At 4.25 mm the missing fraction $1-F$ is 0.42\%. This radiation reaches the frame, and what happens to it then depends on the frame.

\subsection*{Is 4 mm far enough for ordinary radiation?}

Thermal currents in a surface also produce fields that decay away from it instead of propagating. If the other surface is close enough, these evanescent fields carry heat across. The relevant length is $c/\theta$, or $\hbar c/(k_BT)=7.63$ $\mu$m in SI units. The crossover gap is more than 500 times larger.

To estimate the effect, sort the modes by their wavevector $k$ parallel to the plates. At fixed $k$, the factor $dk_z/(2\pi)$ times the normal velocity $d\omega/dk_z$ is $d\omega/(2\pi)$. Each parallel mode therefore carries the same thermal flux per frequency if it is fully transmitted. Propagating modes have $k<\omega/c$, and their weight is
\begin{equation}
\int_0^{\omega/c}k\,dk=\frac{\omega^2}{2c^2}.
\end{equation}
Evanescent modes decay at the rate $\gamma=\sqrt{k^2-\omega^2/c^2}$, so $k\,dk=\gamma\,d\gamma$. Suppose that all those with $\gamma<1/d$ are fully transmitted and the rest are blocked. Their weight is $1/(2d^2)$.

For a small temperature difference, each frequency is weighted by the derivative of the mean mode energy with respect to $\theta$,
\begin{equation}
w(x)=\frac{x^2e^x}{(e^x-1)^2}=-x^2\frac{d}{dx}\frac1{e^x-1}.
\end{equation}
Integration by parts gives
\begin{align}
\int_0^\infty w\,dx&=2\int_0^\infty\frac{x\,dx}{e^x-1}
=2\sum_{n\ge1}\frac1{n^2}=\frac{\pi^2}{3},\\
\int_0^\infty x^2w\,dx&=4\int_0^\infty\frac{x^3dx}{e^x-1}
=\frac{4\pi^4}{15}.
\end{align}
The sum $\sum n^{-2}=\pi^2/6$ follows from the Fourier series above at $x=\pi$. The evanescent flux relative to black radiation is then about
\begin{equation}
\left(\frac{c}{\theta d}\right)^2\frac{\pi^2/3}{4\pi^4/15}
=\frac{5}{4\pi^2}\left(\frac{c}{\theta d}\right)^2.
\end{equation}
At 4.25 mm this is $4\times10^{-7}$. It is an estimate, not a bound for every material, since some modes with $\gamma>1/d$ can also be transmitted.

A numerical fluctuational-electrodynamics calculation for two thick plates of constant relative permittivity $4+i$ gives $2\times10^{-9}$ at the same gap. At 100 nm it gives an evanescent flux 8.5 times the black flux. For this model, evanescent transfer is therefore large at 100 nm and negligible near 4 mm. None of the derivations above depends on this calculation.

\subsection*{Two further small corrections}

At a wall, the air temperature does not quite match the wall temperature. The mismatch acts like an extra layer of air whose thickness is of the order of one molecular free path $\ell$. The rough kinetic relation $a=\bar v\ell/3$, with mean speed $\bar v=468$ m/s, gives $\ell$ of order 0.1 $\mu$m. One such length at each wall changes conduction by a relative amount of order $2\ell/d_*$, which is below 0.01\%.

The conductivity also varies across the 20 K interval. Averaging the rough $T^{0.8}$ law over that interval changes the mean by $-0.003\%$. Both effects are far below the uncertainty in the emissivity.

\subsection*{What this means for actual glazing}

Now take a gap wider than the crossover. At 16 mm, the plain-glass model gives a conduction-to-radiation ratio of $5.7/16\approx0.36$: radiation dominates. The $d^4$ law gives about 17\% of conduction for the drift there, for the same height and temperatures. But Ra is now about 7800, past the onset of secondary cells, which for these temperatures lies at a gap of about 14 mm. The 17\% is therefore only a rough size and no longer an upper estimate, and still air can no longer be taken for granted. Winter glazing is also colder than 300 K. At a mean of 270 K, with the same emissivity, the crossover is about 7 mm. Of the assumptions tested here, the one that moves the crossover most in an uncoated window at 300 K is blackness, which shifts it from 4.2 to 5.7 mm. The grey model also ignores that the emissivity of smooth glass depends on frequency, angle and polarization. For two equal smooth surfaces each mode has its own factor $e/(2-e)$. This function is convex, so its average exceeds the grey $f$ at the same mean emissivity, and the true crossover is somewhat smaller than the grey one, by about 4 to 5\% for simple dielectric models. Absorption by water vapour and carbon dioxide has not been sized here. All gaps refer to an air fill. Since $d_*\propto\kappa$, a fill of argon, with a rough conductivity of $0.018$ W/(m K), shortens them by about 30\%. The values used are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Mean temperature: 300 K
Temperature difference: 20 K
Air conductivity: 0.026 W/(m K)
Gap height: 1.0 m
Thermal energy k_B T: 0.02585 eV
One-way black flux: 459.3 W/m^2
Radiative coefficient: 6.124 W/(m^2 K)
Black crossover gap: 4.25 mm
Black crossover gap: 4.246e+07 angstrom
Net radiation at 20 K difference: 122.62 W/m^2
Conduction at crossover gap: 122.48 W/m^2
Conduction/radiation at 4 mm: 1.061 (ratio)
Finite-difference correction: 0.111 %
Plain glass emissivity (rough): 0.85 (fraction)
Coated glass emissivity (rough): 0.05 (fraction)
Radiation factor, plain glass: 0.739 (ratio)
Radiation factor, one coated pane: 0.0496 (ratio)
Crossover gap, plain glass: 5.74 mm
Formal crossover gap, one coated pane: 85.7 mm
Air pressure: 101325 Pa
Air Prandtl number (rough): 0.71 (dimensionless)
Air thermal diffusivity: 2.199e-05 m^2/s
Air kinematic viscosity: 1.562e-05 m^2/s
Rayleigh number, black gap: 146 (dimensionless)
Drift/conduction, black gap: 0.086 %
Drift/conduction, plain glass: 0.288 %
Formal drift/conduction, coated gap: 142 (ratio)
Radiation missing opposite strip: 0.424 %
Thermal length hbar c/(k_B T): 7.63 um
Near-field size estimate at black gap: 4.09e-07 (ratio)
Near-field model, permittivity 4+1i: 2.10e-09 (ratio)
Near-field model at 100 nm: 8.49 (ratio to black)
Air molar mass (rough): 0.029 kg/mol
Mean molecular speed: 468 m/s
Free path from conductivity (rough): 141 nm
Wall-jump share (order of size): 0.0066 %
Conductivity power of T (rough): 0.8 (dimensionless)
Mean-conductivity shift: -0.0030 %
Black crossover gap at 270 K: 5.35 mm
Black crossover gap at 330 K: 3.44 mm
\end{verbatim}
